# Drift-Induced Step Bunching on a Sublimating Surface with Slow Attachment

A vicinal crystal surface consists of flat terraces separated by parallel, straight, monatomic steps. It is heated until atoms leave for the vapour, and a force, for instance from an electric current, gives the adatoms a drift along the surface normal to the steps. The problem asks whether equal spacing of the steps survives.

**Model and conventions.** The surface descends towards \(+x\). Step \(m\) is at \(x_m\), and the terrace below it has width \(l_m=x_{m+1}-x_m\). A step that gains atoms moves towards \(+x\); during sublimation the steps retreat towards \(-x\). The adatom density \(n\) and flux \(J\) obey

\[
\frac{\partial n}{\partial t}=-\frac{\partial J}{\partial x}-\frac{n}{\tau},\qquad J=-D\frac{\partial n}{\partial x}+D\varphi\,n ,
\]

where \(D\) is the diffusivity, \(\tau\) the lifetime before evaporation, and \(\varphi\) the force divided by \(kT\). The drift velocity is \(D\varphi\), and \(\varphi>0\) means step-down drift. There is no deposition.

The steps are impermeable: an adatom cannot cross a step without first attaching to it. Attachment has the same coefficient \(K\) from both sides. With \(n_L\) and \(n_R\) the densities at the left and right ends of a terrace, and \(n_{\rm eq}\) the density in equilibrium with an isolated step,

\[
J_L=K(n_{\rm eq}-n_L),\qquad J_R=K(n_R-n_{\rm eq}).
\]

The crystal layer has \(c_0\) atoms per unit area, and \(\theta=n_{\rm eq}/c_0\ll1\). Define

\[
d=\frac{D}{K},\qquad l_0=2K\tau,\qquad s=\frac{l}{l_0},
\]

with \(l\) the width in the equidistant train. Slow attachment means \(l\ll d\), and weak drift means \(\varphi l\ll1\). The ratio \(s\) need not be small, provided \(s^2l/d\ll1\); part (d) explains the square. Until part (f) the adatoms are quasistatic: \(\partial n/\partial t\) and the motion of the steps are neglected when the terrace density is calculated.

The example uses round model parameters: \(l=20\) nm, \(D=10^9\) nm²/s, \(K=5\times10^5\) nm/s, \(\tau=2\times10^{-4}\) s, \(\theta=10^{-4}\), \(c_0=10\) nm⁻² and \(\varphi=10^{-4}\) nm⁻¹. Hence \(d=2000\) nm, \(l_0=200\) nm, \(s=0.1\), \(l/d=0.01\) and \(\varphi l=0.002\). The drift is chosen for illustration and is much stronger than that in a crystal heated by direct current: at 1500 K it would take a field of about 130 V/cm acting on one elementary charge, while such heating typically needs only some volts per centimetre. The numbers below therefore do not describe a particular experiment.

## (a) How fast does the equidistant train retreat?

**Solution.** The flux equation gives \(n'=\varphi n-J/D\). Since \(|J|\) is at most of order \(Kn_{\rm eq}\), the last term changes the density across a terrace by at most about \(n_{\rm eq}l/d\). The mean density \(\bar n\) found below is \(n_{\rm eq}/(1+s)\), so the relative change is at most of order \(\varphi l+(1+s)l/d\). The density is therefore nearly equal to its mean.

Integrating \(J'=-n/\tau\) over the terrace gives

\[
J_R-J_L=K(n_R+n_L-2n_{\rm eq})=-\frac{l\bar n}{\tau}.
\]

Setting \(n_R+n_L\simeq2\bar n\) and dividing by \(2K\),

\[
\bar n-n_{\rm eq}=-\frac{l}{l_0}\bar n
\quad\Longrightarrow\quad
\bar n=\frac{n_{\rm eq}}{1+l/l_0}.
\]

A step gains \(J_R\) from the terrace above and \(-J_L\) from the terrace below. In a uniform train the sum is \(J_R-J_L\), so

\[
V=-\frac{l\bar n}{c_0\tau}=-\frac{\theta l}{\tau(1+s)} .
\]

For the example,

\[
V=-\frac{10^{-4}\times20}{2\times10^{-4}\times1.1}\ \text{nm/s}=-9.09\ \text{nm/s}.
\]

## (b) What density difference does the drift set up across a terrace?

**Solution.** Let \(\Delta=n_R-n_L\). Integrating \(n'=\varphi n-J/D\) gives

\[
\Delta=\varphi l\bar n-\frac1D\int J\,dx .
\]

Split \(J\) into parts odd and even about the terrace centre. The odd part, which carries the loss to the vapour, integrates to zero. The even part has the edge value

\[
\frac{J_R+J_L}{2}=\frac{K\Delta}{2}.
\]

Inside the terrace it differs from this value by at most about \(l\Delta/8\tau\), because its slope is \(-1/\tau\) times the odd part of \(n\), which rises almost linearly from zero at the centre to \(\Delta/2\) at the right end. This largest deviation is \(s/4\cdot K\Delta\). The integral divided by \(D\) is thus \(\Delta\) times a number of order \((1+s)l/d\), which is small. To leading order

\[
\Delta(l)=\varphi l\bar n=\frac{n_{\rm eq}\varphi l}{1+l/l_0}.
\]

Step-down drift makes the density higher at the right end, and \(\Delta\) grows with the width. At \(l=20\) nm the formula gives \(\Delta/n_{\rm eq}=0.002/1.1=1.818\times10^{-3}\); numerical solution of the terrace equation gives \(1.809\times10^{-3}\). The deficit of 0.5% is close to \(l/2d\), the size of the neglected term \(K\Delta l/2D\) relative to \(\Delta\).

## (c) Is the equidistant train stable if the steps do not interact?

**Solution.** Step \(m\) has terrace \(m-1\) above it and terrace \(m\) below it. Hence

\[
V_m=A(l_{m-1})+B(l_m),
\]
\[
A=\frac{K(n_R-n_{\rm eq})}{c_0},\qquad B=\frac{K(n_L-n_{\rm eq})}{c_0}.
\]

Displace the steps from uniform motion by \(\delta x_m=\varepsilon e^{iqm+\omega t}\). Then

\[
\delta l_m=(e^{iq}-1)\delta x_m,\qquad
\delta l_{m-1}=(1-e^{-iq})\delta x_m .
\]

Since \(\delta V_m=\omega\,\delta x_m\),

\[
\omega=A'(1-e^{-iq})+B'(e^{iq}-1),
\]

with derivatives taken at width \(l\). Write \(C=1-\cos q\). The real parts of the two brackets are \(C\) and \(-C\), and both imaginary parts are \(\sin q\). Therefore

\[
\operatorname{Re}\omega=C(A'-B'),\qquad \operatorname{Im}\omega=(A'+B')\sin q .
\]

Without drift a terrace is mirror symmetric, so \(A=B\) and the train is neutral. With drift, part (b) gives

\[
A-B=\frac{K\Delta}{c_0}=\frac{K\theta\varphi l}{1+l/l_0}.
\]

The required derivative is

\[
\frac{d}{dl}\frac{l}{1+l/l_0}
=\frac{(1+l/l_0)-l/l_0}{(1+l/l_0)^2}
=\frac1{(1+l/l_0)^2},
\]

and so

\[
\boxed{\operatorname{Re}\omega=\frac{K\theta\varphi}{(1+s)^2}\,(1-\cos q)}
\]

Step-down drift makes each mode with \(q\ne0\) grow; step-up drift makes it decay. The fastest mode is \(q=\pi\), in which steps approach in pairs.

The mechanism is visible in the contribution of a terrace to its own widening, \(A(l_m)-B(l_m)\). Drift enriches its right end and depletes its left end. The right step is pushed towards \(+x\) and the left step towards \(-x\), relative to their motion without drift. A wider terrace does this more strongly, so it widens further at the expense of its neighbours.

The sum \(A+B\) is the velocity function of part (a), whose derivative gives

\[
\operatorname{Im}\omega=-\frac{\theta\sin q}{\tau(1+s)^2}.
\]

This describes propagation of the disturbance along the train, without growth.

At \(q=\pi/3\), where \(C=0.5\),

\[
\operatorname{Re}\omega=\frac{5\times10^5\times10^{-4}\times10^{-4}\times0.5}{1.21}\ \text{s}^{-1}
=2.07\times10^{-3}\ \text{s}^{-1}.
\]

For comparison, a periodic train of 24 steps was treated by solving each terrace equation numerically and differentiating the step velocities. It gives \(2.04\times10^{-3}\) s⁻¹, and the same magnitude with negative sign for step-up drift. The formula's error relative to its own value is 1.1% at \(d=2000\) nm and 0.12% at \(d=20\,000\) nm, as expected for a leading-order result in \(l/d\).

Symmetric attachment matters here. With coefficients \(K_R\) and \(K_L\) at the two ends, a nearly uniform density would give \(A-B\simeq(K_R-K_L)(\bar n-n_{\rm eq})/c_0\) even without drift. Since \(\bar n-n_{\rm eq}\) is negative and falls further as \(l\) grows, this would add to the effect of step-down drift if \(K_L>K_R\) and oppose it if \(K_L<K_R\).

## (d) Does sublimation cause this instability?

**Solution.** Let \(\tau\to\infty\) at fixed \(K\), \(l\) and \(\varphi\). Then \(l_0\to\infty\), \(s\to0\), and

\[
\operatorname{Re}\omega\to K\theta\varphi C .
\]

The instability remains. Drift carries atoms from one step to the next, and a wider terrace carries more of them. At \(q=\pi/3\) the rate is \(2.50\times10^{-3}\) s⁻¹, larger than the value with sublimation; the numerical train gives \(2.48\times10^{-3}\) s⁻¹.

In the opposite limit, \(s\gg1\) with \(s^2l/d\ll1\), the rate becomes \(K\theta\varphi C/s^2\). The mean density then falls as \(1/l\), so \(\Delta\propto l\bar n\) saturates and hardly distinguishes wide terraces from narrow ones. Because the derivative of \(\Delta\) is then small, the corrections neglected in part (b), of relative size \(sl/d\) in \(\Delta\), change the growth rate by a relative amount of order \(s^2l/d\). This is why the square must be small. Within this regime sublimation weakens the drift instability of non-interacting steps. Outside it the formula fails and the sign can reverse: at \(s=10\) the quasistatic rate changes sign between \(s^2l/d=1\) and \(3\), beyond which step-down drift is stabilizing.

## (e) What does step repulsion change?

Let neighbouring steps repel with energy \(g/l_m^2\) per unit step length, and take \(g/kT=10\) nm in the example.

**Solution.** Advancing step \(m\) by \(\delta x\) adds \(c_0\delta x\) atoms per unit length, widens terrace \(m-1\) and narrows terrace \(m\). Since \(d(g/l^2)/dl=-2g/l^3\), the chemical potential of the step is

\[
\mu_m=\frac1{c_0}\frac{\partial}{\partial x_m}\sum_j\frac{g}{l_j^2}
=\frac{2g}{c_0}\left(\frac1{l_m^3}-\frac1{l_{m-1}^3}\right).
\]

To first order the equilibrium density at the step becomes \(n_m=n_{\rm eq}(1+\mu_m/kT)\). For the wave,

\[
\delta\mu_m=-\frac{6g}{c_0l^4}(\delta l_m-\delta l_{m-1}),
\]
\[
\delta l_m-\delta l_{m-1}=(e^{iq}+e^{-iq}-2)\delta x_m=-2C\,\delta x_m .
\]

Therefore

\[
\frac{\delta n_m}{n_{\rm eq}}=GC\,\delta x_m,\qquad G=\frac{12g}{c_0kT\,l^4}.
\]

Next find the response to these changes at fixed widths. The balance of part (a), with different densities at the two edges, is \(2K\bar n_m+l\bar n_m/\tau=K(n_m+n_{m+1})\), so

\[
\delta\bar n_m=\frac{\delta n_m+\delta n_{m+1}}{2(1+s)} .
\]

The step velocity changes by

\[
\begin{aligned}
c_0\,\delta V_m&=K(\delta\bar n_{m-1}+\delta\bar n_m-2\delta n_m)\\
&=K\left[\frac{1+\cos q}{1+s}-2\right]\delta n_m
=-K\,\frac{2s+C}{1+s}\,\delta n_m ,
\end{aligned}
\]

where \(1+\cos q=2-C\) was used. Drift modifies this response, but a term linear in \(\varphi\) does not enter its real part. Mirror reflection changes the signs of both \(\varphi\) and \(q\), while the real part is even in \(q\); it must then be even in \(\varphi\). Adding the result to part (c),

\[
\operatorname{Re}\omega=K\theta C\left[\frac{\varphi}{(1+s)^2}-\frac{G(2s+C)}{1+s}\right].
\]

The two stabilizing terms differ in origin. The part with \(C\) is exchange of atoms between steps, which becomes ineffective for long waves. The part with \(2s\) is loss to the vapour: a step that has advanced too far has a raised \(\mu_m\), emits more atoms and falls back. Its contribution to the rate is proportional to \(C\), as is that of the drift, so their ratio stays fixed for long waves, and for \(q\to0\) growth requires

\[
\varphi>2s(1+s)G .
\]

In the example \(G=120/(10\times20^4)=7.5\times10^{-5}\) nm⁻¹, and this bound is \(1.65\times10^{-5}\) nm⁻¹. At \(q=\pi/3\) repulsion contributes

\[
-50\times7.5\times10^{-5}\times0.5\times\frac{0.7}{1.1}\ \text{s}^{-1}
=-1.19\times10^{-3}\ \text{s}^{-1},
\]

leaving \(8.73\times10^{-4}\) s⁻¹. The numerical train gives \(8.54\times10^{-4}\) s⁻¹. The difference is 2.2% of the net rate but 0.9% of the drift term; partial cancellation enlarges the relative error.

## (f) Can the drift be arbitrarily weak once the adatoms respond with a delay?

**Solution.** The drift rate vanishes with \(\varphi\), so small corrections to the quasistatic density must be compared with it. Set \(\varphi=0\) and \(g=0\), and keep the changing adatom content of a terrace:

\[
\frac{d(\bar n l)}{dt}=2K(n_{\rm eq}-\bar n)-\frac{l\bar n}{\tau}.
\]

Here attachment is counted relative to the moving steps: the flux in the attachment laws is \(J-Vn\), with \(V\) the velocity of the step concerned. The sign of the result depends on this. If the laws were applied to \(J\) itself, the factor \(1+\omega\tau\) below would be absent and the delay would give a weak growth, \(+s\theta^2\sin^2q/[\tau(1+s)^5]\), instead of damping. Linearizing with \(d/dt\to\omega\), and letting \(\bar n\) now denote the unperturbed density,

\[
\left(2K+\frac l\tau+l\omega\right)\delta\bar n_m=-\bar n\left(\frac1\tau+\omega\right)\delta l_m .
\]

The step equation is \(c_0\omega\,\delta x_m=K(\delta\bar n_{m-1}+\delta\bar n_m)\), and \(\delta l_{m-1}+\delta l_m=2i\sin q\,\delta x_m\). With \(\bar n/c_0=\theta/(1+s)\) and \(l/2K=s\tau\),

\[
\omega=\omega_0\,\frac{1+\omega\tau}{1+s\omega\tau/(1+s)},\qquad
\omega_0=-\frac{i\theta\sin q}{\tau(1+s)^2}.
\]

This \(\omega_0\) is the propagation term of part (c). Since \(|\omega_0\tau|\le\theta\ll1\), expand to second order in \(\omega_0\):

\[
\omega\simeq\omega_0+\omega_0^2\tau\left(1-\frac{s}{1+s}\right)
=\omega_0+\frac{\omega_0^2\tau}{1+s}.
\]

The square of an imaginary number is negative, so the delay damps:

\[
\operatorname{Re}\omega_{\rm delay}=-\frac{\theta^2\sin^2q}{\tau(1+s)^5}.
\]

At \(q=\pi/3\) this is \(-2.33\times10^{-5}\) s⁻¹. The linearized moving-boundary problem, solved numerically with time-dependent adatoms, differs from the quasistatic train by \(-2.29\times10^{-5}\) s⁻¹.

Step motion also acts as an extra drift \(-V/D\) in the frame of the steps. Relative to the delay bound found below, it is of order \((1+s)^2l/2d\), and it is neglected.

For small \(q\), \(\sin^2q\simeq2C\). Add the delay to the result of (e) and divide by \(K\theta C\). Growth then requires

\[
\frac{\varphi}{(1+s)^2}-\frac{2sG}{1+s}-\frac{2\theta}{K\tau(1+s)^5}>0 .
\]

Multiplication by \((1+s)^2\) and use of \(1/K\tau=2/l_0\) give the long-wave condition

\[
\boxed{\varphi>2s(1+s)G+\frac{4\theta}{l_0(1+s)^3}}
\]

In the example the delay adds \(1.50\times10^{-6}\) nm⁻¹, for a total of \(1.80\times10^{-5}\) nm⁻¹. The moving-boundary calculation gives \(1.82\times10^{-5}\) nm⁻¹. The chosen drift is about 5.5 times larger. For one elementary charge at 1500 K the threshold corresponds to about 23 V/cm. It is set mainly by the repulsion assumed in the example and is not an estimate for a real crystal.

At general \(q\), \(\sin^2q=C(2-C)\), so the delay bound is multiplied by \(1-C/2\) and vanishes at \(q=\pi\). Without repulsion, pairing therefore still grows for arbitrarily small \(\varphi>0\), although long waves do not. At \(q=\pi\) the extra drift \(-V/D>0\) is no longer negligible: it moves the pairing threshold to \(\varphi=V/D\), about \(-9.1\times10^{-9}\) nm⁻¹ in the example, so non-interacting steps pair slowly, at about \(7\times10^{-7}\) s⁻¹, even with no force. With repulsion, the required drift increases with \(C\) if \(G(1+s)\) exceeds \(2\theta/[l_0(1+s)^3]\). This holds here, \(8.3\times10^{-5}\) against \(7.5\times10^{-7}\) nm⁻¹, so below the long-wave threshold the whole train is stable.

## (g) Which disturbance appears first, and how soon?

**Solution.** The delay is a small correction at the chosen drift, so locate the maximum without it. Differentiating the result of (e) with respect to \(C\) gives

\[
\frac{\varphi}{(1+s)^2}-\frac{2sG}{1+s}-\frac{2GC_*}{1+s}=0,
\qquad
C_*=\frac{\varphi}{2G(1+s)}-s .
\]

This applies for \(0<C_*<2\). If \(C_*\ge2\), the rate rises up to the largest possible \(C\), and pairing is fastest. If \(C_*\le0\), no mode grows. At the maximum the square bracket in (e) equals \(GC_*/(1+s)\), hence

\[
\operatorname{Re}\omega_*=\frac{K\theta G C_*^2}{1+s}.
\]

For the example,

\[
C_*=\frac{10^{-4}}{2\times7.5\times10^{-5}\times1.1}-0.1=0.506 .
\]

Thus \(\cos q_*=0.494\), \(q_*=1.054\) and the wavelength is \(2\pi/q_*=5.96\) steps. The rate is

\[
\operatorname{Re}\omega_*=\frac{50\times7.5\times10^{-5}\times0.506^2}{1.1}\ \text{s}^{-1}
=8.73\times10^{-4}\ \text{s}^{-1}.
\]

The delay lowers it to \(8.50\times10^{-4}\) s⁻¹. The moving-boundary calculation gives \(8.31\times10^{-4}\) s⁻¹ and 6.02 steps. Its e-folding time is about 1200 s, or 20 minutes, during which the train retreats by about 11 µm, some 550 terrace widths.

Repulsion has moved the fastest mode from pairs to groups of about six steps. This is the wavelength that grows fastest while displacements are small compared with \(l\); a random initial disturbance develops a band of wavelengths around it, which narrows as the disturbance grows. The later size and merging of bunches require the nonlinear step equations. The numerical output lists the values used here.

## Calculated quantities

```
terrace width l = 20.0 nm
diffusivity D = 1.000e+09 nm^2/s
attachment coefficient K = 5.000e+05 nm/s
adatom lifetime tau = 2.000e-04 s
adatom coverage theta = 1.0e-04
crystal areal density c0 = 10.0 nm^-2
drift force/kT phi = 1.000e-04 nm^-1
repulsion g/kT = 10.0 nm
kinetic length d = D/K = 2000.0 nm
sublimation length l0 = 2 K tau = 200.0 nm
diffusion length sqrt(D tau) = 447.2 nm
s = l/l0 = 0.100; l/d = 0.010
phi*l = 2.00e-03
drift velocity = 1.000e+05 nm/s
repulsion parameter G = 7.500e-05 nm^-1
step velocity, formula = -9.0909 nm/s
step velocity, train = -9.0895 nm/s
density difference (n_R-n_L)/n_eq: formula, numerical
  width 15 nm: 1.3953e-03, 1.3899e-03
  width 20 nm: 1.8182e-03, 1.8086e-03
  width 25 nm: 2.2222e-03, 2.2073e-03
growth rate without repulsion: formula, train (1/s)
  q = 0.2618 rad: 1.4080e-04, 1.3920e-04
  q = 1.0472 rad: 2.0661e-03, 2.0425e-03
  q = 2.0944 rad: 6.1983e-03, 6.1276e-03
  q = 3.1416 rad: 8.2645e-03, 8.1701e-03
rates below are at q = 1.0472 rad
step-up drift, no repulsion = -2.0425e-03 1/s
no drift, no repulsion = -4.4e-13 1/s
relative error of drift law, d = 2000 nm: 1.14e-02
relative error of drift law, d = 20000 nm: 1.15e-03
no sublimation, formula = 2.5000e-03 1/s
no sublimation, train = 2.4752e-03 1/s
repulsion only, formula = -1.1932e-03 1/s
repulsion only, train = -1.1885e-03 1/s
drift + repulsion, formula = 8.7293e-04 1/s
drift + repulsion, train = 8.5405e-04 1/s
delay term, formula = -2.3285e-05 1/s
delay term, full - train = -2.2935e-05 1/s
threshold phi, delay only, formula = 1.5026e-06 nm^-1
threshold phi, delay only, full = 1.5002e-06 nm^-1
threshold phi, repulsion part = 1.6500e-05 nm^-1
threshold phi, total, formula = 1.8003e-05 nm^-1
threshold phi, total, full = 1.8205e-05 nm^-1
fastest mode C* = 0.5061
fastest q: formula 1.0542, full 1.0442 rad
steps per wavelength: formula 5.960, full 6.017
fastest rate, formula without delay = 8.7306e-04 1/s
fastest rate, formula with delay = 8.4959e-04 1/s
fastest rate, full = 8.3114e-04 1/s
e-folding time, full = 1203.2 s = 20.05 min
```
